# Why Down-Force Recruits Abrasives on a Rough Polishing Pad

**Definitions and conventions**

A rough polymer pad is pressed against a flat wafer. Pad summits have density $\eta$ per nominal area and a common tip radius $R$. Their heights $z$ are measured from a reference plane in the pad, and the wafer lies a distance $d$ above that plane. A summit with $z>d$ touches the wafer and is compressed by $\delta=z-d$. The wafer is taken as rigid, and the pad enters through its contact modulus $E^*=E/(1-\nu^2)$, with $E$ Young's modulus and $\nu$ Poisson's ratio.

The nominal area is $A_0$ and the real contact area is $A_r$. The pressure $P$ is the load carried by the solid contacts divided by $A_0$, that is, the applied pressure less any fluid lift. The mean real pressure is $p_r=PA_0/A_r$, while $p$ denotes the local pressure at one place inside a contact spot. Sliding speed and temperature are held fixed until stated otherwise.

Summit heights follow an exponential law,
$$\varphi(z)=\frac{1}{s}\,e^{-z/s},\qquad z>0,$$
where $s$ is the decay length. Summits are assumed to deform independently. Abrasives of diameter $D$ are supplied freely and cover the real contact at a fixed density $\sigma$. They are sparse and much smaller than a contact spot. An abrasive is called active when it lies inside a contact spot, trapped between the summit and the wafer.

**One summit**

A point force $F$ on an elastic half-space moves the surface at distance $r$ by $F/(\pi E^*r)$. A pressed spherical tip needs a pressure whose summed displacement is $\delta-r^2/(2R)$ inside the contact circle. Try
$$p(r)=c\sqrt{a^2-r^2},$$
which vanishes at the rim, as it should without adhesion.

To find the displacement at radius $r$, draw all chords through that point. The area element in polar coordinates centred there cancels the factor 1/distance, so the displacement is the integral of $p$ along each chord, summed over chord directions $\theta$ from $0$ to $\pi$. A chord of half-length $\ell$ has $\ell^2=a^2-r^2\sin^2\theta$. Along it the pressure is $c\sqrt{\ell^2-t^2}$, with $t$ measured from the chord's midpoint, and its integral is $c\pi\ell^2/2$. Hence
$$u(r)=\frac{1}{\pi E^*}\int_0^\pi\frac{c\pi}{2}\left(a^2-r^2\sin^2\theta\right)d\theta=\frac{c\pi}{2E^*}\left(a^2-\frac{r^2}{2}\right).$$
Matching the $r^2$ term gives $c=2E^*/(\pi R)$. Matching the constant then gives $a^2=R\delta$. The force is
$$f=\int_0^a2\pi r\,c\sqrt{a^2-r^2}\,dr=\frac{2\pi c a^3}{3}=\frac43E^*\sqrt R\,\delta^{3/2}.$$

The spot area $\pi R\delta$ grows as $f^{2/3}$, so the mean pressure in the spot grows as $f^{1/3}$. A single summit is therefore loaded harder when it is pushed harder. The constancy of $p_r$ must come from the population.

**Why the average pressure does not change**

The density of touching summits is
$$n=\eta\int_d^\infty\varphi(z)\,dz=\eta e^{-d/s}.$$
Among these, the compressions have the probability density
$$\frac{\eta\,\varphi(d+\delta)}{n}=\frac1s e^{-\delta/s}.$$
The separation has cancelled. Lowering the wafer compresses every old spot further, but it also brings in new, barely compressed spots, in just the proportion that restores the same distribution. This memoryless property of the exponential is the cause of the result.

It follows that, as long as $d>0$ so that untouched summits remain, any spot area $A(\delta)$ and any spot force $f(\delta)$ give totals of the form $n$ times a constant. Their ratio cannot depend on load. Elasticity merely fixes its value. With the area and force found above,
$$\frac{A_r}{A_0}=n\int_0^\infty\pi R\delta\,\frac{e^{-\delta/s}}{s}\,d\delta=\pi Rs\,n,$$
$$P=n\,\frac43E^*\sqrt R\int_0^\infty\delta^{3/2}\frac{e^{-\delta/s}}{s}\,d\delta=\frac43E^*\sqrt R\,s^{3/2}\,\Gamma\!\left(\tfrac52\right)n.$$
Since $\Gamma(5/2)=3\sqrt\pi/4$, the second line is $P=\sqrt\pi\,E^*\sqrt R\,s^{3/2}n$. Division gives
$$p_r=\frac{\sqrt\pi E^*\sqrt R\,s^{3/2}}{\pi Rs}=E^*\sqrt{\frac{s}{\pi R}}.$$
Stiffer pads, sharper tips and taller roughness raise the real pressure. Down-force does not.

**From pressure to abrasives**

A constant mean could hide a changing spread, so the full distribution of $p$ is needed. In one spot the pressure exceeds $p$ where
$$r^2<R\delta-\left(\frac{\pi Rp}{2E^*}\right)^2=R(\delta-\delta_p),\qquad \delta_p=R\left(\frac{\pi p}{2E^*}\right)^2.$$
The corresponding area is $\pi R(\delta-\delta_p)$ if $\delta>\delta_p$, and zero otherwise. Averaging over spots, with $y=\delta-\delta_p$,
$$n\int_{\delta_p}^\infty\pi R(\delta-\delta_p)\frac{e^{-\delta/s}}{s}d\delta=n\pi R\,e^{-\delta_p/s}\int_0^\infty y\,\frac{e^{-y/s}}{s}dy=n\pi Rs\,e^{-\delta_p/s}.$$
Dividing by $A_r/A_0$ gives the fraction of real contact with pressure above $p$:
$$e^{-p^2/p_m^2},\qquad p_m=\frac{2E^*}{\pi}\sqrt{\frac sR}.$$
This is a Rayleigh distribution. Its mean, $\int_0^\infty e^{-p^2/p_m^2}dp=\sqrt\pi\,p_m/2$, reproduces $p_r$. Neither its width nor its tail contains $P$.

The number of active abrasives per nominal area is
$$N=\sigma\frac{A_r}{A_0}=\frac{\sigma P}{p_r}\propto P.$$
A small, isolated abrasive senses its surroundings through the local pressure, so its load is some function $F=\Phi(p)$ set by the pad material and by $D$. Because the distribution of $p$ is fixed, so is the distribution of $F$, whatever the form of $\Phi$. Doubling $P$ doubles the number of abrasives at each level of load.

If each active site removes material at a rate $w(p)$, the total rate is $N\langle w\rangle$, where the average is over the fixed Rayleigh law. The total is therefore proportional to $P$ for any $w$. The converse inference fails. If $w=bp$ with constant $b$, the total is $\sigma b\int p\,dA/A_0=\sigma bP$ for every pad with fixed $\sigma$, including one whose abrasives are loaded harder on average. A removal rate linear in pressure is thus not by itself evidence of recruitment.

**What happens to an abrasive already at work**

The result concerns the population, and it reads differently if one follows a fixed place on the pad. Let $P$ rise by a factor $k$. Since $P\propto e^{-d/s}$, the separation falls by $s\ln k$. At fixed $r$,
$$p^2=\frac{4E^{*2}}{\pi^2R^2}(R\delta-r^2)$$
rises by $4E^{*2}s\ln k/(\pi^2R)=p_m^2\ln k$. Every old site feels more pressure.

The variable $x=p^2/p_m^2$ was distributed as $e^{-x}$ over the old sites. Their new mean pressure is
$$p_m\int_0^\infty\sqrt{x+\ln k}\;e^{-x}dx=k\,p_m\int_{\ln k}^\infty\sqrt y\,e^{-y}dy,$$
where $y=x+\ln k$ and $e^{-x}=ke^{-y}$. Their old mean was $p_m\Gamma(3/2)$. The ratio is
$$g(k)=\frac{k}{\Gamma(3/2)}\int_{\ln k}^\infty\sqrt y\,e^{-y}dy.$$
For $k=2$ this is 1.418, so old sites feel on average 42% more pressure. There are equally many new sites, with mean pressure $0.582\,p_r$. The average over both groups is $(1.418+0.582)p_r/2=p_r$.

Of the added load, 41.8% then falls on old sites and 58.2% on new ones. This split depends on the step. For a 10% increase in $P$, old sites take 77.0%. In the limit of small $\epsilon=k-1$, new sites carry a load of order $\epsilon^{3/2}$, because they are few, of order $\epsilon$, and their pressures are low, of order $\sqrt\epsilon$. Their share of the added load $\epsilon$ then vanishes as $\sqrt\epsilon$. The load-independent statement is the one about the distribution, not the one about who receives the increment.

Recruiting abrasives also differs from recruiting summits. Each old spot gains area $\pi Rs\ln k$, so old spots supply a fraction
$$\frac{n\pi Rs\ln k}{n\pi Rs(k-1)}=\frac{\ln k}{k-1}$$
of the added area. On doubling this is 69.3%. For load increases up to a factor of about 3.5, most newly active abrasives sit at the spreading edges of spots that were already touching.

**A worked pad**

Take rough values typical of a polyurethane polishing pad: $E=100$ MPa, $\nu=0.3$, $R=50$ µm, $s=3$ µm and $\eta=200$ mm$^{-2}$. Let $D=100$ nm and $\sigma=1$ µm$^{-2}$. Then $E^*=109.9$ MPa and
$$p_r=109.9\ \text{MPa}\times\sqrt{\frac{3}{50\pi}}=15.19\ \text{MPa}.$$

At $P=20$ kPa (2.90 psi) the real contact fraction is $0.020/15.19=0.1317\%$, which gives 1317 active abrasives per mm$^2$. At 40 kPa (5.80 psi) the fraction is 0.2634% and the number is 2634 per mm$^2$. The wafer has come closer by $3\ln2\approx2.1$ µm, from $d=12.81$ to 10.73 µm.

The load on one abrasive is less certain than its independence of $P$. If softened pad material conforms to the particle and transmits the local pressure, the mean load is $p_r\pi D^2/4\approx120$ nN. If the particle must instead be embedded to its full diameter, an elastic estimate is that of a flat punch of radius $D/2$ pushed in by $D$, namely $2E^*(D/2)D=E^*D^2\approx1100$ nN. For a rough pad hardness $H=50$ MPa, yielding limits this to roughly $H\pi D^2/4\approx390$ nN. These are estimates, not bounds. In the yielding estimate $F$ does not depend on $p$, and then even the old abrasives are not loaded harder. The elastic estimate ignores that $p$ presses the pad back onto the wafer around the particle. With that included, the punch load rises from 1100 nN at $p\to0$ to about 1600 nN at $p=p_r$, and old abrasives gain about 8% on doubling, far less than the 42% rise in their pressure.

A simulation with three million random summits tests the averages. The separation was found by balancing the summed spot forces against $P$, and abrasives were placed at random inside the spots. It gave mean real pressures of 15.17 and 15.19 MPa at the two loads (the scatter from one random pad to another is about 0.03 MPa), and an old-site pressure ratio of 1.418. The numerical output below lists the remaining values.

**Heights that are not exponential**

Real height distributions need not be exponential. For Gaussian heights of standard deviation $\varsigma$,
$$\varphi(d+\delta)=\varphi(d)\,e^{-d\delta/\varsigma^2}e^{-\delta^2/(2\varsigma^2)}.$$
Far out in the tail the first exponential dominates, and the surface behaves as if $s\approx\varsigma^2/d$. As the wafer approaches, $d$ falls, this effective decay length grows, and $p_r$ rises slowly.

With $\varsigma=7.5$ µm and the other pad parameters unchanged, doubling $P$ from 20 to 40 kPa raises $p_r$ from 13.91 to 14.39 MPa, or about 3%. These values use the full Gaussian. Here $d$ is only about $2\varsigma$, so the tail estimate $s\approx\varsigma^2/d$ is qualitative: it would give 16.5 and 17.5 MPa. Expressed as powers of $P$ over this interval, contact area has exponent 0.952 and real pressure 0.048. The number of abrasives does nearly all the responding.

The opposite case is a pad whose summits all have the same height. No new summits can arrive, so $P\propto\delta^{3/2}$, while $A_r\propto\delta\propto P^{2/3}$ and $p_r\propto P^{1/3}$. Doubling $P$ multiplies the area by 1.587 and the real pressure by 1.260. Abrasives are still recruited, through spot growth, but each is on average loaded harder if $\Phi$ increases in proportion to $p$.

A nonlinear removal law distinguishes the surfaces. For $w\propto p^{3/2}$, doubling $P$ at fixed speed multiplies removal by 2.000 for exponential heights, 2.032 for Gaussian heights and 2.245 for equal heights.

**Real pads and the limits of the model**

The pad values above are rough, and $\sigma$ is the least certain; $N$ scales directly with it. Real pads wear. Wear that cuts down the tallest summits makes the heights more alike. If the tips stay rounded, this moves the pad towards the equal-height case, where $p_r$ rises by 26% on doubling. Tips worn flat are outside this model. If slurry supply cannot keep $\sigma$ fixed, $N$ grows more slowly than $A_r$.

Temperature can matter more than the Gaussian correction. With a friction coefficient of 0.4, a speed of 1 m/s and a 300 mm wafer, the extra 20 kPa produces 565 W of additional heat. If a water-like slurry flow of 200 mL/min took all of it, the slurry would warm by a further 40 K; in practice the pad and wafer take part of the heat. For an assumed extra warming of 10 K and a modulus loss of 1% per kelvin, $p_r$ falls to 13.67 MPa and the area rises by a factor of 2.22 rather than 2. Softening thus favours recruitment further.

Summits also yield. If yielding starts at a mean spot pressure of $0.4H=20$ MPa, summits beyond that point carry 29.4% of the elastic load. Capping their mean pressure at 20 MPa, with spot area still $\pi R\delta$, lowers $p_r$ to 14.52 MPa at both loads. The value changes and the constancy survives, as the memoryless argument requires. The mostly elastic picture rests on the high ratio $H/E=0.5$ chosen here. With the same $H$ and $E=300$ or 500 MPa, summits past yield onset would carry 98% or 99.9% of the elastic load. Then $p_r$ is set mainly by hardness, and neither the elastic value of $p_r$ nor the Rayleigh law applies, though the independence of load remains.

A fluid film that narrows along the flow lifts the wafer and makes $P$ smaller than the applied pressure. One that widens can instead pull the wafer down and make $P$ larger. Take the lifting case. For a smooth land 2 mm long in the sliding direction and much wider across it, at its most favourable tilt, with a sliding speed of 1 m/s, a fluid of viscosity 1 mPa s and an outlet gap equal to $d$, the lift is 1.95 kPa at the larger separation and 2.78 kPa at the smaller. At this tilt, however, the inlet gap is 2.19 times the outlet gap, so most of the land is nearly out of contact and carries only 3.9 and 9.3 kPa of mean solid load. Carrying 20 and 40 kPa requires outlet gaps of 8.93 and 7.36 µm, where the lift is 4.02 and 5.92 kPa. The applied pressure then rises by $45.92/24.02=1.91$ while the number of abrasives doubles.

Two geometric limits also matter. Abrasives can be caught just outside a spot, where the gap is narrower than $D$. For the elastic tip shape this ring has about 18% of the spot area at either load. $N$ leaves out the particles there, but its proportionality to $P$ is unaffected. The spots are also not very small beside the tips: weighted by load, the mean $a/R$ is 0.37. A truly spherical tip in place of the parabolic one raises $p_r$ to about 15.6 MPa, and large-strain effects in the pad are not estimated.

The remaining approximations are milder for these numbers. Abrasives carry 0.8% of the load in the conforming estimate of $F$ and 2.6% in the yielding one, so they hardly disturb the pad contact in those two cases. In the elastic embedding case they carry 7 to 10% of the load and prop open about 8% of the contact area, so treating them as isolated is rougher there. About 3.3% of spots are compressed by less than one particle diameter and may be propped open. For a wafer modulus of 70 GPa, wafer compliance is 0.15% of pad compliance. One neighbouring spot at the mean spacing of 423 µm shifts the surface by 0.049 µm, small beside $s$; the sum over distant spots is not estimated here, though a uniform part of it would merely shift $d$. At much higher loads spots interact and merge, the contact fraction can no longer grow in proportion to $P$, and further down-force must raise the real pressure.

## Numbers as computed

```
Pad modulus 100 MPa, Poisson ratio 0.3, E* 109.9 MPa
Summit radius 50 um, decay length 3.0 um, density 200 /mm2
Abrasive diameter 100 nm, density in real contact 1.0 /um2
Pad hardness, rough 50 MPa
Applied pressures 20 and 40 kPa
Same pressures 2.90 and 5.80 psi
Separation d: 12.81 and 10.73 um
Touching summits: 2.79 and 5.59 /mm2
Real contact fraction: 0.1317 and 0.2634 %
Mean real pressure p_r, both loads: 15.19 MPa
Rayleigh pressure scale p_m: 17.14 MPa
Active abrasives: 1317 and 2634 /mm2
Mean load per abrasive, conforming pad: 119.3 nN
Load per abrasive, pad yielding round it: 392.7 nN
Elastic embedding estimate E* D^2: 1098.9 nN
Simulation, mean real pressures: 15.17 and 15.19 MPa
Simulation, contact area ratio on doubling: 1.998
Old sites, pressure ratio after doubling: 1.418; simulated 1.418
New sites, mean pressure / p_r: 0.582; simulated 0.583
Added load on old sites, load doubled: 41.8 %
Added load on old sites, load up 10 %: 77.0 %
Added area from growth of old spots: 69.3 %; simulated 69.4 %
Gaussian pad, rms height 7.5 um: d = 15.91 and 14.06 um
Gaussian pad, real pressures: 13.91 and 14.39 MPa
Gaussian pad, area exponent 0.952, pressure exponent 0.048
Equal-height pad on doubling: area x 1.587, pressure x 1.260
Removal exponent per site in local pressure: 1.5
Removal ratio on doubling, exponential pad: 2.000
Removal ratio on doubling, Gaussian pad: 2.032
Removal ratio on doubling, equal-height pad: 2.245
Yield onset: mean spot pressure 20 MPa, compression 9.19 um
Load on summits past yield onset: 29.4 %
Real pressure with capped summits: 14.52 and 14.52 MPa
Load carried by abrasives: conforming 0.79 %, yielding 2.59 %
Spots compressed by less than one abrasive diameter: 3.3 %
Mean spot spacing at high load: 423 um
Surface shift from one neighbour at that spacing: 0.049 um
Wafer/pad compliance ratio, wafer modulus 70 GPa: 0.15 %
Fluid input: 1 mPa s, 1 m/s, land width 2 mm
Best-tilt fluid lift at the two separations: 1.95 and 2.78 kPa
Heat input: friction 0.4, wafer 300 mm, slurry 200 mL/min
Extra friction heat on doubling: 565 W
Extra warming if slurry takes all heat: 40.4 K
Chosen warming 10 K, modulus loss 1 %/K
With that softening: real pressure 13.67 MPa, area ratio 2.222
```
